# Finite-difference shells on any k mesh and the slow convergence of the spread

An electron in a filled, isolated band of an insulator can be described by a Wannier function, one per cell. Its spread, the variance of position, says how local the electron is. A band calculation does not deliver this function directly: it gives the cell-periodic states $u_{\mathbf k}$ on a uniform mesh of wave vectors. Position acts as a derivative in $\mathbf k$, so the spread must be assembled from differences between neighbouring mesh points. Which neighbours, with which weights, and how fine must the mesh be?

## What has to be differentiated

Let $\psi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$, with $\langle u_{\mathbf k}|u_{\mathbf k}\rangle=1$ in one cell, and let $\langle\cdots\rangle_k$ be the average over the Brillouin zone. I assume a gauge in which $\psi_{\mathbf k}$ is smooth and periodic in $\mathbf k$. The Wannier function of the home cell is $w_0=\langle\psi_{\mathbf k}\rangle_k$. Since $\mathbf r e^{i\mathbf k\cdot\mathbf r}=-i\nabla_k e^{i\mathbf k\cdot\mathbf r}$, integration by parts gives

$$\mathbf r\,w_0=\langle e^{i\mathbf k\cdot\mathbf r}\,i\nabla_k u_{\mathbf k}\rangle_k ,$$

with no boundary term because $\psi_{\mathbf k}$ is periodic. With $\mathbf A=i\langle u|\nabla_k u\rangle$, which is real because $u$ is normalized, the spread is

$$\Omega=\langle r^2\rangle-|\langle\mathbf r\rangle|^2=\Big\langle\sum_i\langle\partial_iu|\partial_iu\rangle\Big\rangle_k-|\langle\mathbf A\rangle_k|^2 .$$

The available data are overlaps $M_{\mathbf b}(\mathbf k)=\langle u_{\mathbf k}|u_{\mathbf k+\mathbf b}\rangle$, where $\mathbf b$ joins two mesh points. Expand in $\mathbf b$, summing over repeated indices:

$$M_{\mathbf b}=1-i\,\mathbf b\cdot\mathbf A+\tfrac12b_ib_j\langle u|\partial_i\partial_ju\rangle+O(b^3).$$

Differentiating $\langle u|u\rangle=1$ twice gives $\mathrm{Re}\langle u|\partial_i\partial_ju\rangle=-\mathrm{Re}\langle\partial_iu|\partial_ju\rangle$. Adding the squares of the real and imaginary parts of $M_{\mathbf b}$, and writing $\phi_{\mathbf b}=\mathrm{Im}\ln M_{\mathbf b}$, we find

$$1-|M_{\mathbf b}|^2=b_ib_j\left[\mathrm{Re}\langle\partial_iu|\partial_ju\rangle-A_iA_j\right]+O(b^3),\qquad \phi_{\mathbf b}=-\mathbf b\cdot\mathbf A+O(b^2).$$

The bracket is the quantum metric. It does not change when $u_{\mathbf k}$ is multiplied by a phase, since $|M_{\mathbf b}|$ does not. Adding $\phi_{\mathbf b}^2$ restores the term $A_iA_j$:

$$1-|M_{\mathbf b}|^2+\phi_{\mathbf b}^2=b_ib_j\,\mathrm{Re}\langle\partial_iu|\partial_ju\rangle+O(b^3).$$

Each neighbour thus supplies one projection of a tensor, and we need its trace.

## The naive scheme and its failure

The obvious choice is to difference along the three mesh axes. For each basis vector $\mathbf b_i$ of the mesh, take $\pm\mathbf b_i$ with weight $1/(2b_i^2)$. The weighted sum then contracts the tensor with

$$C=\sum_{\mathbf b}w_b\,\mathbf b\mathbf b^T=\sum_{i=1}^3\hat{\mathbf b}_i\hat{\mathbf b}_i^T .$$

For orthogonal axes $C$ is the identity. For oblique axes its trace is still 3, but it is not the identity: if $U$ has rows $\hat{\mathbf b}_i$, then $C=U^TU=I$ would imply $UU^T=I$, that is, orthogonal axes. Its diagonal elements need not equal 1, and in a general Cartesian frame it has off-diagonal elements, so the components of the tensor enter with the wrong weights.

In the triclinic example treated below, the largest off-diagonal element is 0.263. The gauge-invariant part of the spread extrapolates to 2.2331 bohr², while the true value is 2.4272 bohr². The deficit is $0.1941/2.4272=8.0\%$ of the true value. Refining the mesh does not help, because shrinking all $\mathbf b$ by a common factor leaves $C$ unchanged.

The cure is to demand

$$\sum_{\mathbf b}w_b\,b_ib_j=\delta_{ij}. \tag{1}$$

The same condition governs gradients. If $\mathbf b$ and $-\mathbf b$ have equal weights, the terms with an odd number of factors $\mathbf b$ cancel, and

$$\sum_{\mathbf b}w_b\mathbf b\,[f(\mathbf k+\mathbf b)-f(\mathbf k)]=\sum_{\mathbf b}w_b\mathbf b(\mathbf b\cdot\nabla f)+\tfrac16\sum_{\mathbf b}w_b\mathbf b(\mathbf b\cdot\nabla)^3f+\cdots .$$

By (1) the first term is $\nabla f$. The next is $O(b^2)$, since $w_b$ scales as $b^{-2}$. Condition (1) is also necessary: apply the formula to $f=\mathbf c\cdot\mathbf k$ for arbitrary $\mathbf c$. For a sine function, halving $\mathbf b$ reduced the gradient error by a factor 3.993, close to the expected 4.

## Shells as unknowns

Equation (1) is six linear equations. To respect the symmetry of the lattice, give equal weights to all mesh vectors of equal length; rotations and reflections only permute them. Such a set is a shell $s$, of length $b_s$, with $Z_s$ vectors and matrix $S_s=\sum_{\mathbf b\in s}\mathbf b\mathbf b^T$. We need

$$\sum_s w_sS_s=I. \tag{2}$$

In a cubic lattice, symmetry makes $S_s$ a multiple of $I$. Its trace is $Z_sb_s^2$, so $S_s=(Z_sb_s^2/3)I$ and one shell suffices, with $w=3/(Z_sb_s^2)$. The simple, face-centred and body-centred cubic crystals have 6, 8 and 12 nearest mesh vectors, giving $wb^2=0.5$, 0.375 and 0.25. A hexagonal lattice needs a second direction. Six in-plane vectors give $3b^2$ in each in-plane direction, hence $wb^2=1/3$, and the pair along the axis has $wb^2=1/2$. These values hold when no axial vector has the in-plane length; at $c/a=\sqrt3$, for instance, twice the shortest axial vector joins the in-plane shell, and the shortest axial pair then has $wb^2=1/6$.

With low symmetry there is a worry. Inequivalent vectors may happen to have the same length, which removes unknowns but not equations. Could (2) then be unsolvable?

## Why a solution exists

Let $B$ be the matrix whose rows are the mesh basis vectors. For a symmetric matrix $A$ (not the vector $\mathbf A$ above) and $t>0$, consider

$$T(t)=\sum_{\mathbf b}\mathbf b^TA\mathbf b\,e^{-tb^2}=\sum_s\mathrm{tr}(AS_s)\,e^{-tb_s^2}.$$

Poisson summation turns this into a sum over vectors $\mathbf L$ for which every $\mathbf L\cdot\mathbf b$ is a multiple of $2\pi$. The Fourier transform of $e^{-tq^2}$ is $(\pi/t)^{3/2}e^{-L^2/4t}$, and a factor $q_iq_j$ becomes $-\partial^2/\partial L_i\partial L_j$, so that

$$T(t)=\frac{(\pi/t)^{3/2}}{|\det B|}\sum_{\mathbf L}\left[\frac{\mathrm{tr}A}{2t}-\frac{\mathbf L^TA\mathbf L}{4t^2}\right]e^{-L^2/4t}. \tag{3}$$

As $t\to0$, all terms with $\mathbf L\ne0$ are exponentially small.

Suppose $I$ were not in the linear span of the $S_s$. Then some $A$ would satisfy $\mathrm{tr}(AS_s)=0$ for every shell and $\mathrm{tr}A=1$. The definition gives $T(t)=0$, while (3) is positive for small $t$. This contradiction proves that (2) has a solution. The span has dimension at most six, so six shells are enough.

Positive weights exist too. Let $K$ be the cone of finite nonnegative combinations of the $S_s$. If $I$ were not in $K$, the separation theorem for convex sets, applied within the span, would give an $A$ with $\mathrm{tr}(AS_s)\ge0$ for all $s$, not all zero, and $\mathrm{tr}A\le0$. As $t\to0$, the definition keeps $T(t)$ above a positive constant: one nonzero term is enough for that. But in (3) the $\mathbf L=0$ term is not positive and the rest vanishes. This is again a contradiction, so $I$ lies in $K$.

To reach at most six shells, suppose those in use obey a linear relation $\sum_sc_sS_s=0$ with some $c_s>0$ (reverse all signs if necessary). Replacing $w_s$ by $w_s-\lambda c_s$ leaves (2) intact. Increase $\lambda$ from zero until the first weight vanishes, drop that shell, and repeat until the remaining matrices are independent.

Equation (3) also says that Gaussian weights on all shells approach a multiple of the identity. For the cell below and the coarsest mesh, whose vectors are the reciprocal-lattice vectors themselves, the $\mathbf L$ are the crystal lattice vectors, and the shortest $\mathbf L$ is $\pm(1.5,5.5,0)$ bohr, with $L^2=32.5$ bohr². At $t=0.4$ bohr² this pair changes the normalized $yy$ element by $2(1-L_y^2/2t)e^{-L^2/4t}=-1.1\times10^{-7}$. The largest deviation found by direct summation has this magnitude.

## The algorithm

1. Form the mesh basis $\mathbf b_i=\mathbf G_i/N_i$ from the reciprocal vectors $\mathbf G_i$ and the mesh divisions. An anisotropic mesh has its own shells.
2. Choose a radius $\rho$ and enumerate all nonzero $\mathbf b=\sum_in_i\mathbf b_i$ within it. If $\mathbf a_i\cdot\mathbf b_j=\delta_{ij}$, then $n_i=\mathbf a_i\cdot\mathbf b$, so $|n_i|\le\rho|\mathbf a_i|$ guarantees that no vector is missed.
3. Sort by length and group equal lengths within a tolerance larger than the rounding error but smaller than real differences.
4. Go outward. Write the six independent elements of $S_s/b_s^2$ as a column, and skip it if it is a linear combination of the columns already kept. Otherwise append it to the matrix $D$.
5. Minimize $\|D\mathbf x-\mathbf q\|^2$, where $\mathbf q$ holds the six elements of $I$ and $x_s=w_sb_s^2$. Setting the derivative to zero gives $D^TD\mathbf x=D^T\mathbf q$, whose solution is unique because the columns are independent.
6. Stop when the residual vanishes to rounding accuracy. If the shells run out first, enlarge $\rho$.

Skipping dependent columns does not reduce the span, so the existence proof guarantees termination. Least squares serves two purposes: its residual tells us whether the shells suffice, and at zero residual its minimizer solves (2).

It does not guarantee positive weights. Among 200 random lattices, whose basis matrices were the identity plus entries drawn uniformly between $-0.25$ and $0.25$, 24 gave at least one negative weight, the lowest $wb^2$ being $-0.087$. Such a set still satisfies (1), but it can subtract some of the nonnegative quantities $1-|M_{\mathbf b}|^2$. To avoid this, impose $x_s\ge0$ in the minimization, keep all shells as candidates, and add them outward until the residual vanishes. This gave a positive set for all 200 lattices.

The accidental-degeneracy case was tested with a triclinic mesh whose three basis vectors have equal lengths but different mutual angles. Six shells with 16 vectors solved (2), against 12 vectors for the triclinic cell used below.

## A band on which to measure the error

Take the cell vectors $\mathbf a_1=(6,0,0)$, $\mathbf a_2=(1.5,5.5,0)$ and $\mathbf a_3=(1,2,6.5)$ bohr; from here on these symbols denote the crystal cell. One pointlike orbital, of energy $-m$, sits at the origin. Another, of energy $+m$, sits at $\boldsymbol\tau=0.30\mathbf a_1+0.35\mathbf a_2+0.40\mathbf a_3$. The position operator is diagonal, so the orbitals' own widths are left out. Hoppings $t_j=0.06$, 0.05, 0.04 and 0.03 hartree join the upper orbital to lower orbitals at $\mathbf R_j=0,\mathbf a_1,\mathbf a_2,\mathbf a_3$, and $m=0.10$ hartree. Then

$$H=\begin{pmatrix}m&f\\f^*&-m\end{pmatrix},\qquad f(\mathbf k)=\sum_jt_je^{i\mathbf k\cdot(\mathbf R_j-\boldsymbol\tau)} .$$

With $E=\sqrt{m^2+|f|^2}$, the lower band has energy $-E$ and state

$$u_{\mathbf k}=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}-f\\E+m\end{pmatrix}.$$

To check, the first row of $Hu$ is proportional to $-mf+f(E+m)=Ef=-E(-f)$. The second is proportional to $-|f|^2-m(E+m)=-(E^2-m^2)-mE-m^2=-E(E+m)$. The second component of $u$ never vanishes, and keeping it positive gives the smooth periodic gauge assumed above.

For a mesh with $N$ divisions along each axis, the vectors scale as $1/N$ and the weights as $N^2$. At $N=1$ the positive set has six pairs $\pm\mathbf b$. The trace of (1) can be checked by forming $wb^2$ for each pair from the printed lengths and weights:

$$2(0.3402+0.3148+0.1990+0.2665+0.1502+0.2292)=2.9998\approx3 .$$

The finite-difference spread is

$$\Omega_N=\Big\langle\sum_{\mathbf b}w_b\left(1-|M_{\mathbf b}|^2+\phi_{\mathbf b}^2\right)\Big\rangle_k-|\bar{\mathbf r}|^2,\qquad \bar{\mathbf r}=-\Big\langle\sum_{\mathbf b}w_b\mathbf b\,\phi_{\mathbf b}\Big\rangle_k ,$$

where the averages now run over the mesh. The mesh must be fine enough that $M_{\mathbf b}\neq0$ and $\phi_{\mathbf b}$ stays on the branch that tends to zero with $\mathbf b$.

The reference is independent of the weights. Fourier-transform $\psi_{\mathbf k}$ to obtain $w_0$ in a supercell of $N^3$ cells, fold positions into its central region, and take the second moment. At $N=40$ this gives $\Omega=2.5247$ bohr², or 0.7070 Å².

## Why the convergence is slow

Split off the gauge-invariant part $\Omega_I(N)=\langle\sum_{\mathbf b}w_b(1-|M_{\mathbf b}|^2)\rangle_k$. Let $P(\mathbf k)=|u_{\mathbf k}\rangle\langle u_{\mathbf k}|$, and expand its elements as $\sum_{\mathbf d}P_{\mathbf d}e^{-i\mathbf k\cdot\mathbf d}$, where $\mathbf d$ runs over the separations between the orbitals concerned. Since $|M_{\mathbf b}|^2=\mathrm{tr}\,P(\mathbf k)P(\mathbf k+\mathbf b)$, the zone average removes cross terms between different $\mathbf d$:

$$\langle|M_{\mathbf b}|^2\rangle_k=\sum_{\mathbf d}|P_{\mathbf d}|^2\cos(\mathbf b\cdot\mathbf d).$$

The sum covers all pairs of orbitals. The sine terms cancel because $P$ is Hermitian, so $\mathbf d$ and $-\mathbf d$ carry equal weight. At $\mathbf b=0$ the left side is 1, hence $\sum_{\mathbf d}|P_{\mathbf d}|^2=1$ and

$$\Omega_I(N)=\sum_{\mathbf b}w_b\sum_{\mathbf d}|P_{\mathbf d}|^2\left[1-\cos(\mathbf b\cdot\mathbf d)\right]. \tag{4}$$

A finite mesh also keeps products of elements whose separations differ by a supercell vector. For a gapped model with finite-range hopping, $P_{\mathbf d}$ decays exponentially, so these products are exponentially small in $N$.

Now use $1-\cos x=x^2/2-x^4/24+\cdots$. By (1), $\sum_{\mathbf b}w_b(\mathbf b\cdot\mathbf d)^2=d^2$, and

$$\Omega_I(N)=\tfrac12\sum_{\mathbf d}|P_{\mathbf d}|^2d^2-\tfrac1{24}\sum_{\mathbf b}w_b\sum_{\mathbf d}|P_{\mathbf d}|^2(\mathbf b\cdot\mathbf d)^4+\cdots . \tag{5}$$

The first term is the limit. The second scales as $N^2N^{-4}=N^{-2}$. The Wannier function itself is hardly at fault: the differences replace the squared distance by a periodic function that grows too slowly. Because $1-\cos x\le x^2/2$, positive weights approach the limit from below, apart from the exponentially small mesh terms.

For incomplete weights, the same expansion gives the limit $\frac12\sum_{\mathbf d}|P_{\mathbf d}|^2\mathbf d^TC\mathbf d$. This predicts 2.2331 bohr² for the axis-only scheme, in agreement with the extrapolated value quoted earlier.

A simple cubic mesh shows the size of the effect. For $\mathbf d$ along an axis with $d=a$, the lattice constant, and $b=2\pi/(Na)$, the quartic sum is $b^2a^4$. The error relative to the quadratic term is

$$-\frac{b^2a^4/24}{a^2/2}=-\frac{b^2a^2}{12}=-\frac{\pi^2}{3N^2},$$

about $-5\%$ at $N=8$. In the limit of vanishing hopping, only $\mathbf d=0$ survives in our model, and the spread between orbitals is zero on every mesh.

For the gauge-dependent part, $M_{-\mathbf b}(\mathbf k+\mathbf b)=M_{\mathbf b}(\mathbf k)^*$ gives $\phi_{-\mathbf b}(\mathbf k+\mathbf b)=-\phi_{\mathbf b}(\mathbf k)$. Shifting $\mathbf k$ does not change a zone average, so $\langle\phi_{\mathbf b}^2\rangle_k$ is even in $\mathbf b$ and $\langle\phi_{\mathbf b}\rangle_k$ is odd. Their first corrections are therefore of order $b^4$ and $b^3$. After multiplication by $w_b$ and $w_b\mathbf b$, both give relative errors of order $b^2$. Hence, apart from exponentially small terms,

$$\Omega_N=\Omega+\frac{c_2}{N^2}+\frac{c_4}{N^4}+\cdots . \tag{6}$$

## Reading the measured errors

| $N$ | $\Omega_N$ (bohr²) | error (bohr²) | relative to $\Omega$ |
|---:|---:|---:|---:|
| 8 | 2.4482 | −0.0765 | −3.0% |
| 16 | 2.5051 | −0.0196 | −0.78% |
| 32 | 2.5197 | −0.0049 | −0.20% |

The observed order is 1.96 between the first two meshes and 1.99 between the last two. For the invariant part, (5) predicts $N^2[\Omega_I(N)-\Omega_I]\to-4.850$ bohr²; the value at $N=32$ is $-4.839$. The total error there, multiplied by $N^2$, is $-1024\times0.004941=-5.06$ bohr², so most of it comes from the invariant part.

The real-space moment behaves quite differently. Its error is already $-2.0\times10^{-3}$ bohr² at $N=4$, smaller in magnitude than the finite-difference error at $N=32$, and it falls to about $10^{-8}$ bohr² at $N=12$. The amplitudes of $w_0$ are Fourier coefficients of a function analytic in $\mathbf k$, so both its tail and its overlap with periodic images decay exponentially. The errors quoted are for folding into the parallelepiped supercell, and their size belongs to this wide gap. The decay length grows as the gap shrinks: with $m=0.02$ hartree the real-space error is $-0.86$ bohr² at $N=4$ and $-2.7\times10^{-3}$ bohr² at $N=12$.

For an error of 0.1% of $\Omega$, the finite-difference formula needs

$$N\approx\sqrt{\frac{5.06}{0.001\times2.5247}}\approx45$$

divisions along each axis. Extrapolation is cheaper. In $[4\Omega_{2N}-\Omega_N]/3$ the $c_2$ terms cancel and the $c_4$ terms leave $-c_4/(4N^4)$. From $N=16$ and 32,

$$\frac{4\times2.519738-2.505050}{3}=2.52463\ \text{bohr}^2,$$

with an error of $-4.5\times10^{-5}$ bohr², about a hundredth of that at $N=32$ alone. The gain needs meshes on which the $c_2$ term already dominates. With $m=0.02$ hartree the observed orders on the same meshes are only 1.59 and 1.84, and the extrapolated error is about a seventh of that at $N=32$.

For the total spread and the real-space moment, these rates rest on an isolated band and a periodic gauge analytic in $\mathbf k$. If a nonzero Chern number forbids such a gauge, the exponentially localized Wannier function is lost, but (4) and (5) still hold for $\Omega_I$, because the projector remains smooth. If the band touches another, $P(\mathbf k)$ need not be smooth, and neither the exponential estimates nor the series (6) can be relied on. The numerical output lists the shell lengths and weights for this cell, and the spread on every mesh used.

## Calculated quantities

```
lattice: independent shells, vectors, min w b^2; positive shells
  simple cubic: 1, 6, 0.5000; 1
  face-centred cubic: 1, 8, 0.3750; 1
  body-centred cubic: 1, 12, 0.2500; 1
  hexagonal c/a=1.6: 2, 8, 0.3333; 2
  tetragonal c/a=1.4: 2, 6, 0.5000; 2
  orthorhombic 1:1.2:1.5: 3, 6, 0.5000; 3
  monoclinic: 4, 8, 0.1875; 4
  triclinic, equal |b|: 6, 16, 0.0588; 6
  triclinic, worked cell: 6, 12, 0.1502; 6
random lattices tested: 200; with a negative weight in the independent-shell solution: 24
lowest w b^2 among them: -0.0870; positive sets found: 200
Gaussian weights, t=0.8 bohr^2: deviation from identity 1.4e-03
Gaussian weights, t=0.4 bohr^2: deviation from identity 1.1e-07
worked cell, positive set at N=1: |b| (1/bohr), vectors, w (bohr^2)
  0.96664, 2, 0.36412
  1.08791, 2, 0.26597
  1.19525, 2, 0.13932
  1.29748, 2, 0.15831
  1.40584, 2, 0.07599
  1.41814, 2, 0.11399
gradient error ratio when b is halved: 3.993
cell rows (bohr): [[6.0, 0.0, 0.0], [1.5, 5.5, 0.0], [1.0, 2.0, 6.5]]
m = 0.1 hartree; hoppings (hartree): [0.06, 0.05, 0.04, 0.03]
upper orbital at fractional position [0.3, 0.35, 0.4]
reference spread, N=40: 2.524678 bohr^2 = 0.706982 angstrom^2
invariant part 2.427204, remainder 0.097474 bohr^2
N: spread, its error, invariant part, real-space error (bohr^2)
  4: 2.244930, -0.279748, 2.158936, -2.0e-03
  6: 2.392197, -0.132481, 2.300435, -3.9e-06
  8: 2.448203, -0.076476, 2.354043, 1.5e-06
  12: 2.490024, -0.034654, 2.394058, 1.4e-08
  16: 2.505050, -0.019629, 2.408430, 5.3e-11
  24: 2.515910, -0.008768, 2.418818, -4.4e-16
  32: 2.519738, -0.004941, 2.422479, 0.0e+00
observed order of total spread, N=8 to 16: 1.9620
observed order of total spread, N=16 to 32: 1.9902
invariant part at N=16 from the cosine sum: 2.408430 bohr^2
N^2 times invariant error: predicted limit -4.8497, at N=32 -4.8388 bohr^2
Richardson value from N=16, 32: 2.524634 bohr^2, error -4.5e-05
estimated N for 0.1 percent error without extrapolation: 44.8
axis-only weights: trace 3.0000, largest off-diagonal 0.2634
their invariant part: extrapolated 2.233095, predicted 2.233121 bohr^2
```
